# Band bending and Schottky barrier height in n-type silicon: test program

```python
"""Band bending versus Schottky barrier height on n-type silicon.

Result under test:  Vbi = barrier - (kT/q) ln(Nc/Nd)
  barrier : conduction-band edge minus Fermi level at the interface (eV)
  Vbi     : drop of the band edge from interface to neutral bulk (V)
  Nc, Nd  : effective density of conduction states, donor density
The Poisson solver fixes only the interface edge and zero field far away,
so the bulk level is an outcome. Internal units are SI, with energies in eV.
Silicon parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
T, barrier, Nd = 300.0, 0.70, 1e22
ml, mt, m_hole = 0.92, 0.19, 1.15
eps_r, gap = 11.7, 1.12
donor_depth, breakdown_field = 0.045, 3e7
eps = eps_r * const.epsilon_0
m_dos = (36 * ml * mt**2) ** (1 / 3)


def thermal_voltage(temp):
    return kB * temp / q


def state_density(mass, temp):
    return 2 * (mass * m0 * kB * temp / (2 * np.pi * hbar**2)) ** 1.5


t_nodes = np.linspace(0, 7, 71)


def fermi_fraction(u):
    """n/Nc and -d(n/Nc)/du for u = (Ec-Ef)/kT, by quadrature."""
    u = np.atleast_1d(u)
    f = 1 / (1 + np.exp(t_nodes**2 + u[:, None]))
    weight = 4 / np.sqrt(np.pi) * t_nodes**2
    return (trapezoid(weight * f, t_nodes, axis=1),
            trapezoid(weight * f * (1 - f), t_nodes, axis=1))


def bending_formula(phi, doping, temp):
    vt = thermal_voltage(temp)
    return phi - vt * np.log(state_density(m_dos, temp) / doping)


def solve_contact(phi, doping, temp=T, reverse=0.0):
    """Newton solution of Poisson's equation; edge is measured from the
    electron Fermi level of the bulk. Holes follow the metal Fermi level."""
    vt = thermal_voltage(temp)
    debye = np.sqrt(eps * vt / (q * doping))
    nc = state_density(m_dos, temp) / doping
    nv = state_density(m_hole, temp) / doping
    s = np.linspace(0, 30, 3001)
    h2 = (s[1] - s[0]) ** 2
    u = np.full(s.size, 0.1 / vt)
    u[0] = (phi + reverse) / vt
    for _ in range(300):
        frac, slope = fermi_fraction(u)
        n, dn = nc * frac, nc * slope
        p = nv * np.exp(u - (gap + reverse) / vt)
        res = np.zeros_like(u)
        res[1:-1] = (u[2:] - 2 * u[1:-1] + u[:-2]) / h2
        res[-1] = 2 * (u[-2] - u[-1]) / h2
        res[1:] -= (1 + p - n)[1:]
        band = np.zeros((3, u.size))
        band[0, 2:] = 1 / h2
        band[1] = -2 / h2 - p - dn
        band[1, 0] = 1.0
        band[2, :-1] = 1 / h2
        band[2, -2] = 2 / h2
        step = solve_banded((1, 1), band, -res)
        u += step
        if np.max(np.abs(step)) < 1e-8:
            break
    else:
        raise AssertionError("Poisson solver did not converge")
    x, edge = s * debye, u * vt
    n = nc * doping * fermi_fraction(u)[0]
    field = -np.gradient(edge, x, edge_order=2)[0]
    width = trapezoid(1 - n / doping, x)
    return {"bending": edge[0] - edge[-1], "bulk": edge[-1],
            "field": field, "width": width, "n_surface": n[0]}


vt = thermal_voltage(T)
Nc = state_density(m_dos, T)
bulk_level = vt * np.log(Nc / Nd)
Vbi = bending_formula(barrier, Nd, T)

# Electron count from six ellipsoidal valleys, integrated in k space
kl = np.linspace(0, np.sqrt(2 * ml * m0 * 40 * kB * T) / hbar, 801)
kt = np.linspace(0, np.sqrt(2 * mt * m0 * 40 * kB * T) / hbar, 801)
energy = (hbar**2 / (2 * m0 * kB * T)
          * (kl[:, None]**2 / ml + kt[None, :]**2 / mt))
occupation = 1 / (1 + np.exp(energy + bulk_level / vt))
inner = simpson(2 * np.pi * kt * occupation, x=kt, axis=1)
n_kspace = 6 * 2 * 2 * simpson(inner, x=kl) / (2 * np.pi) ** 3
assert abs(n_kspace / Nd - 1) < 5e-4  # small degeneracy correction remains


def width_formula(bend, doping):
    return np.sqrt(2 * eps * (bend - vt) / (q * doping))


def field_formula(bend, doping):
    return np.sqrt(2 * q * doping * (bend - vt) / eps)


# Bending, field and width from Poisson's equation against the formulas
solutions = {}
for phi, doping in [(0.70, 1e21), (0.70, 1e22), (0.70, 1e23), (0.60, 1e22)]:
    sol = solve_contact(phi, doping)
    solutions[(phi, doping)] = sol
    bend = bending_formula(phi, doping, T)
    assert abs(sol["bending"] - bend) < 1e-4
    assert abs(sol["field"] / field_formula(bend, doping) - 1) < 1e-3
    assert abs(sol["width"] / width_formula(bend, doping) - 1) < 1e-3
main = solutions[(barrier, Nd)]
W, F = width_formula(Vbi, Nd), field_formula(Vbi, Nd)
W_wrong = width_formula(barrier, Nd)
assert abs(W_wrong / main["width"] - 1) > 0.1

# The interface density agrees with the climb from the bulk
n_from_bulk = Nd * np.exp(-main["bending"] / vt)
assert abs(n_from_bulk / main["n_surface"] - 1) < 1e-3

# Fixed barrier at other temperatures
for temp in (250.0, 400.0):
    numeric = solve_contact(barrier, Nd, temp)["bending"]
    assert abs(numeric - bending_formula(barrier, Nd, temp)) < 2e-4

# Capacitance from the change of computed depletion charge with bias
biases, dv = np.array([0.5, 1.0, 1.5, 2.0]), 0.01
caps = np.array([eps * (solve_contact(barrier, Nd, reverse=v + dv)["field"]
                        - solve_contact(barrier, Nd, reverse=v - dv)["field"])
                 / (2 * dv) for v in biases])
slope, offset = np.polyfit(biases, 1 / caps**2, 1)
intercept = offset / slope
cv_doping = 2 / (q * eps * slope)
cv_barrier = intercept + vt + bulk_level
assert abs(intercept - (Vbi - vt)) < 1e-3
assert abs(cv_doping / Nd - 1) < 2e-3


# Thermionic supply above a barrier, with Fermi statistics
def supply(phi):
    return quad(lambda e: np.log1p(np.exp(-e - phi / vt)), 0, 40,
                epsabs=0, epsrel=1e-9)[0]


current_ratio = supply(Vbi) / supply(barrier)
assert abs(current_ratio / (Nc / Nd) - 1) < 1e-4

# Image-force lowering: formula against the maximum of the full profile
image_drop = np.sqrt(q * F / (4 * np.pi * eps))
image_pos = np.sqrt(q / (16 * np.pi * eps * F))
top = minimize_scalar(
    lambda z: F * z * 1e-9 - q * Nd * (z * 1e-9)**2 / (2 * eps)
    + q / (16 * np.pi * eps * z * 1e-9), bounds=(0.3, 20), method="bounded")
assert abs(top.fun / image_drop - 1) < 0.02
assert abs(top.x * 1e-9 / image_pos - 1) < 0.05

# Tunnelling energy, checked by the WKB exponent at the foot of the barrier
E00 = hbar / 2 * np.sqrt(Nd / (mt * m0 * eps))
W0 = np.sqrt(2 * eps * Vbi / (q * Nd))
wkb = 2 * W0 * quad(lambda r: np.sqrt(2 * mt * m0 * q * Vbi * (1 - r)**2)
                    / hbar, 0, 1)[0]
assert abs(wkb / (Vbi / E00) - 1) < 1e-6


# Bulk level with Fermi statistics, then with incomplete ionization
def density(level):
    return Nc * fermi_fraction(level / vt)[0][0]


def ionized(level):
    return Nd / (1 + 2 * np.exp((donor_depth - level) / vt))


level_fd = brentq(lambda e: density(e) / Nd - 1, 0.05, 0.4, xtol=1e-13)
level_ion = brentq(lambda e: (density(e) - ionized(e)) / Nd, 0.05, 0.4,
                   xtol=1e-13)
spacing = Nd ** (-1 / 3)
donor_potential = q / (4 * np.pi * eps * spacing)
assert max(abs(level_fd - bulk_level), abs(level_ion - level_fd)) < 1e-3

print(f"Temperature: {T:.0f} K")
print(f"Donor density: {Nd*1e-6:.1e} cm^-3")
print(f"Barrier height: {barrier:.2f} eV")
print(f"Electron masses ml, mt: {ml:.2f}, {mt:.2f} m0")
print(f"Hole density-of-states mass: {m_hole:.2f} m0")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Band gap: {gap:.2f} eV")
print(f"Electron density-of-states mass: {m_dos:.3f} m0")
print(f"Nc: {Nc*1e-6:.3e} cm^-3")
print(f"k-space electron density: {n_kspace*1e-6:.4e} cm^-3")
print(f"Thermal energy kT: {vt:.5f} eV")
print(f"Nc/Nd: {Nc/Nd:.0f}")
print(f"Bulk Ec-Ef, formula: {bulk_level:.4f} eV")
print(f"Bulk Ec-Ef, Poisson: {main['bulk']:.4f} eV")
print(f"Band bending, formula: {Vbi:.4f} V")
print(f"Band bending, Poisson: {main['bending']:.4f} V")
print(f"Interface electron density: {main['n_surface']*1e-6:.2e} cm^-3")
print(f"Same density from bulk climb: {n_from_bulk*1e-6:.2e} cm^-3")
print(f"Depletion width, formula: {W*1e9:.1f} nm")
print(f"Depletion width, Poisson: {main['width']*1e9:.1f} nm")
print(f"Interface field, formula: {F*1e-5:.2f} kV/cm")
print(f"Interface field, Poisson: {main['field']*1e-5:.2f} kV/cm")
print(f"Width if barrier used as bending: {W_wrong*1e9:.1f} nm")
print(f"Width error: {100*(W_wrong/W-1):.1f} %")
print(f"Current factor if bending used as barrier: {current_ratio:.0f}")
print(f"C-V intercept magnitude, Poisson: {intercept:.4f} V")
print(f"Vbi - kT/q, formula: {Vbi-vt:.4f} V")
print(f"Barrier recovered from C-V: {cv_barrier:.4f} eV")
print(f"Doping recovered from C-V: {cv_doping*1e-6:.3e} cm^-3")
for doping in (1e21, 1e23):
    value = solutions[(0.70, doping)]["bending"]
    print(f"Bending at Nd={doping*1e-6:.0e} cm^-3: {value:.4f} V")
print(f"Bending for 0.60 eV barrier: {solutions[(0.60, 1e22)]['bending']:.4f} V")
for temp in (250.0, 400.0):
    print(f"Bending at {temp:.0f} K: {bending_formula(barrier, Nd, temp):.4f} V")
print(f"Electron density when Ef=Ec: {density(0.0)*1e-6:.2e} cm^-3")
print(f"Image-force lowering: {image_drop*1e3:.1f} meV")
print(f"Image-force maximum position: {image_pos*1e9:.2f} nm")
print(f"Donor depth (rough): {donor_depth*1e3:.0f} meV")
print(f"Ionized donor share in bulk: {100*ionized(level_ion)/Nd:.2f} %")
print(f"Bulk-level shift, ionization: {(level_ion-level_fd)*1e3:.3f} meV")
print(f"Bulk-level shift, degeneracy: {(level_fd-bulk_level)*1e6:.2f} ueV")
print(f"Bulk-level shift, Nc up 10%: {vt*np.log(1.1)*1e3:.2f} meV")
print(f"Tunnelling energy E00 (mass mt): {E00*1e3:.2f} meV")
print(f"E00/kT: {E00/vt:.3f}")
print(f"Breakdown field (rough): {breakdown_field*1e-5:.0f} kV/cm")
print(f"Interface field/breakdown field: {F/breakdown_field:.3f}")
print(f"Mean donor spacing: {spacing*1e9:.1f} nm")
print(f"One-donor potential at spacing: {donor_potential*1e3:.2f} mV")
print("verified")
```

It prints:

```
Temperature: 300 K
Donor density: 1.0e+16 cm^-3
Barrier height: 0.70 eV
Electron masses ml, mt: 0.92, 0.19 m0
Hole density-of-states mass: 1.15 m0
Relative permittivity: 11.7
Band gap: 1.12 eV
Electron density-of-states mass: 1.061 m0
Nc: 2.744e+19 cm^-3
k-space electron density: 9.9987e+15 cm^-3
Thermal energy kT: 0.02585 eV
Nc/Nd: 2744
Bulk Ec-Ef, formula: 0.2047 eV
Bulk Ec-Ef, Poisson: 0.2047 eV
Band bending, formula: 0.4953 V
Band bending, Poisson: 0.4953 V
Interface electron density: 4.77e+07 cm^-3
Same density from bulk climb: 4.77e+07 cm^-3
Depletion width, formula: 246.4 nm
Depletion width, Poisson: 246.4 nm
Interface field, formula: 38.11 kV/cm
Interface field, Poisson: 38.11 kV/cm
Width if barrier used as bending: 295.3 nm
Width error: 19.8 %
Current factor if bending used as barrier: 2744
C-V intercept magnitude, Poisson: 0.4694 V
Vbi - kT/q, formula: 0.4695 V
Barrier recovered from C-V: 0.7000 eV
Doping recovered from C-V: 1.000e+16 cm^-3
Bending at Nd=1e+15 cm^-3: 0.4358 V
Bending at Nd=1e+17 cm^-3: 0.5549 V
Bending for 0.60 eV barrier: 0.3953 V
Bending at 250 K: 0.5353 V
Bending at 400 K: 0.4122 V
Electron density when Ef=Ec: 2.10e+19 cm^-3
Image-force lowering: 21.7 meV
Image-force maximum position: 2.84 nm
Donor depth (rough): 45 meV
Ionized donor share in bulk: 99.59 %
Bulk-level shift, ionization: 0.107 meV
Bulk-level shift, degeneracy: -3.33 ueV
Bulk-level shift, Nc up 10%: 2.46 meV
Tunnelling energy E00 (mass mt): 1.25 meV
E00/kT: 0.048
Breakdown field (rough): 300 kV/cm
Interface field/breakdown field: 0.127
Mean donor spacing: 46.4 nm
One-donor potential at spacing: 2.65 mV
verified
```
